\section*{Quarter-power softening of a biaxial macrospin at the astroid}

\section{What is oscillating}

\textbf{Q.} A reverse field weakens a magnetized cell's metastable state until that state disappears. The stiffness goes to zero there, and a frequency is the root of a stiffness. So the resonance should vanish as the square root of the field that remains. What is left to derive?

\textbf{A.} How the stiffness depends on the field. Your square root assumes that it falls linearly, and that needs examination. Let me fix the model first. The magnetization is uniform, with fixed magnitude $M_s$ and direction $\mathbf m$, in a volume $V$. The easy axis is $z$, the intermediate axis $x$ and the hard axis $y$. The applied field $\mathbf B$ lies in the $xz$ plane. I measure it by the easy-axis anisotropy field, $\mathbf h=\mathbf B/B_K$, and the energy by $M_sB_KV$:
\begin{equation}
e=-\tfrac12m_z^2+\tfrac d2m_y^2-\mathbf h\cdot\mathbf m ,\qquad d>0 .
\end{equation}
Here $d$ is the hard-axis anisotropy field divided by $B_K$. The undamped motion is $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}$, with $\gamma>0$ and $\mathbf B_{\rm eff}=-B_K\,\partial e/\partial\mathbf m$.

\textbf{Q.} That equation is first order in time. Where is the mass that turns a stiffness into a frequency?

\textbf{A.} The second direction of tilt plays that part. Write
\begin{equation}
\mathbf m=(\cos\varphi\sin\theta,\ \sin\varphi,\ \cos\varphi\cos\theta),
\end{equation}
and consider a minimum with $\varphi=0$. Let $u$ be a small tilt along $\mathbf t=\partial\mathbf m/\partial\theta$ and $v$ one along $\hat{\mathbf y}$. The energy is even in $m_y$, so there is no $uv$ term:
\begin{equation}
e=e_0+\tfrac12\lambda_1u^2+\tfrac12\lambda_2v^2 .
\end{equation}
The field component perpendicular to $\mathbf m$ is $-B_K(\lambda_1u\,\mathbf t+\lambda_2v\,\hat{\mathbf y})$. Since $\mathbf m\times\mathbf t=\hat{\mathbf y}$ and $\mathbf m\times\hat{\mathbf y}=-\mathbf t$,
\begin{equation}
\dot u=-\gamma B_K\lambda_2v,\qquad \dot v=\gamma B_K\lambda_1u .
\end{equation}
Differentiating the first and inserting the second gives $\ddot u=-(\gamma B_K)^2\lambda_1\lambda_2u$, hence
\begin{equation}
\omega=\gamma B_K\sqrt{\lambda_1\lambda_2}. \label{eq:omega}
\end{equation}
The out-of-plane stiffness $\lambda_2$ acts as an inverse mass for the in-plane motion.

\section{Where the minimum disappears}

\textbf{Q.} Then both stiffnesses might vanish together, and the power would change again.

\textbf{A.} Let us compute them. In the plane, use $(x,z)$ components, $\mathbf m=(\sin\theta,\cos\theta)$ and $\mathbf t=(\cos\theta,-\sin\theta)$, so that $\mathbf m'=\mathbf t$ and $\mathbf t'=-\mathbf m$. Then
\begin{align}
e_\theta&=\tfrac12\sin2\theta-\mathbf h\cdot\mathbf t, \label{eq:torque}\\
\lambda_1=e_{\theta\theta}&=\cos2\theta+\mathbf h\cdot\mathbf m .
\end{align}
For the other direction, expand $e$ to order $\varphi^2$. The easy-axis term gives $\frac12\varphi^2\cos^2\theta$, the hard-axis term $\frac12d\varphi^2$ and the field term $\frac12\varphi^2\,\mathbf h\cdot\mathbf m$. Thus
\begin{equation}
\lambda_2=d+\cos^2\theta+\mathbf h\cdot\mathbf m .
\end{equation}
The in-plane minimum vanishes where $e_\theta=\lambda_1=0$. Call the angle there $\theta_c$. The two conditions fix both components of the field: $\mathbf h_c\cdot\mathbf t_c=\frac12\sin2\theta_c$ and $\mathbf h_c\cdot\mathbf m_c=-\cos2\theta_c$. Therefore
\begin{equation}
\mathbf h_c=\tfrac12\sin2\theta_c\,\mathbf t_c-\cos2\theta_c\,\mathbf m_c
=(\sin^3\theta_c,\,-\cos^3\theta_c). \label{eq:astroid}
\end{equation}
This curve is the astroid. I take $0<\theta_c<\pi/2$; reflections supply the other quadrants. At the curve,
\begin{equation}
\lambda_{2c}=d+\cos^2\theta_c-\cos2\theta_c=d+\sin^2\theta_c>0 .
\end{equation}
So one stiffness vanishes and the other stays finite.

\textbf{Q.} Could the state that survives the switching soften at the same field?

\textbf{A.} Not in the plane. A second minimum with $\lambda_1=0$ at the same field would need another angle giving the same $\mathbf h_c$. But $\sin^3\theta$ and $\cos^3\theta$ together determine the angle. Out of the plane, $e_\theta=0$ means that $(h_x,\,h_z+\cos\theta)$ is parallel to $\mathbf m$, with length factor $\cos^2\theta+\mathbf h\cdot\mathbf m$. Its $x$ component gives $\lambda_2=d+h_x/\sin\theta$. The survivor is the lowest state, so $m_x$ has the sign of $h_x$ and $\lambda_2>0$. So only the metastable state loses its stiffness. The survivor's in-plane stiffness does become small near the cusp on the $x$ axis, about $\frac92\cos^2\theta_c$, because the two minima merge there.

\section{The missing factor of two in the exponent}

\textbf{Q.} Fine, one stiffness vanishes. Why should it not do so linearly in the field?

\textbf{A.} Because the minimum moves while it weakens. It meets a saddle coming the other way, and near the meeting point its position changes faster than the field does. The third derivative of the energy shows this:
\begin{equation}
e_{\theta\theta\theta}=-2\sin2\theta+\mathbf h\cdot\mathbf t
\ \longrightarrow\ -\tfrac32\sin2\theta_c\equiv-a .
\end{equation}
It is nonzero for every $\theta_c$ inside the quadrant.

We also need the geometry of the astroid. Differentiating \eqref{eq:astroid},
\begin{align}
\frac{d\mathbf h_c}{d\theta_c}
&=\cos2\theta_c\,\mathbf t_c-\tfrac12\sin2\theta_c\,\mathbf m_c
+2\sin2\theta_c\,\mathbf m_c-\cos2\theta_c\,\mathbf t_c\nonumber\\
&=\tfrac32\sin2\theta_c\,\mathbf m_c=a\,\mathbf m_c .
\end{align}
The tangent to the astroid is along $\mathbf m_c$, so its normal is along $\mathbf t_c$. Put the field at $\mathbf h=\mathbf h_c-\delta\,\mathbf t_c$ and the angle at $\theta=\theta_c+\varepsilon$. To leading order \eqref{eq:torque} becomes
\begin{equation}
e_\theta=\delta-\tfrac a2\varepsilon^2 . \label{eq:fold}
\end{equation}
For $\delta<0$ there is no nearby equilibrium. For $\delta>0$ there are two, at $\varepsilon=\pm\eta$, with
\begin{equation}
\eta=\sqrt{\frac{2\delta}{a}}=\sqrt{\frac{4\delta}{3\sin2\theta_c}} .
\end{equation}
So positive $\delta$ is the metastable side, and $\delta$ is the distance to the astroid. The curvature is $-a\varepsilon$, positive at $-\eta$ (the minimum) and negative at $+\eta$ (the saddle). Hence
\begin{equation}
\lambda_1=a\eta=\sqrt{2a\delta}=\sqrt{3\sin2\theta_c\,\delta} . \label{eq:lambda}
\end{equation}
The stiffness itself is a square root of the distance. Equation \eqref{eq:omega} takes a second root:
\begin{equation}
\boxed{\ \omega\simeq\gamma B_K\,(d+\sin^2\theta_c)^{1/2}\,(3\sin2\theta_c\,\delta)^{1/4}\ } \label{eq:law}
\end{equation}
This is the leading term as $\delta\to0^+$.

\textbf{Q.} What does the biaxial anisotropy contribute, if the exponent comes from the in-plane energy?

\textbf{A.} It sets the prefactor. Setting $d=0$ leaves $\sin\theta_c$ in place of the first root, and the exponent at these points is still one quarter. A large $d$ raises the frequency at fixed $B_K$ and fixed distance. It also makes the orbit flat: the equations for $u$ and $v$ give an amplitude ratio $|u|/|v|=\sqrt{\lambda_2/\lambda_1}$, which grows without limit as the astroid is approached.

\section{Which path, and which points}

\textbf{Q.} An experiment does not move along the normal. It increases a field at a fixed angle.

\textbf{A.} Then add a displacement along the tangent: $\mathbf h=\mathbf h_c-\delta\,\mathbf t_c+\tau\,\mathbf m_c$. Because $\mathbf t(\theta_c+\varepsilon)\simeq\mathbf t_c-\varepsilon\,\mathbf m_c$, the balance and the stiffness become
\begin{equation}
\delta+\tau\varepsilon-\tfrac a2\varepsilon^2=0,\qquad \lambda_1=\tau-a\varepsilon .
\end{equation}
The minimum is the root $\varepsilon=\bigl(\tau-\sqrt{\tau^2+2a\delta}\bigr)/a$, so
\begin{equation}
\lambda_1=\sqrt{\tau^2+2a\delta}=\sqrt{2a\left(\delta+\frac{\tau^2}{2a}\right)} .
\end{equation}
The tangent $\mathbf m_c$ turns at unit rate with $\theta_c$ while the curve advances by $a\,d\theta_c$, so $a$ is the radius of curvature of the astroid. The bracket is therefore the nearest distance to the curve, to leading order. The law holds in that distance whatever the direction of approach.

On a straight path that crosses the astroid at a finite angle, $\tau$ is proportional to $\delta$ and its square is negligible. For a field of fixed direction, let $x=1-h/h_{\rm sw}$ be the remaining fraction of the switching field. The displacement is $-x\mathbf h_c$, and
\begin{equation}
\delta=x\,\mathbf h_c\cdot\mathbf t_c=\tfrac12\sin2\theta_c\,x . \label{eq:radial}
\end{equation}
So the frequency goes as $x^{1/4}$. Along the tangent itself $\delta=0$, so $\lambda_1=|\tau|$ and the frequency goes as $|\tau|^{1/2}$. The distance is then quadratic in the path length, which is why the power doubles.

\textbf{Q.} So my square root does occur. Does it occur for a radial sweep too?

\textbf{A.} At the cusps, where $\sin2\theta_c=0$ and the cubic term is absent. With the field exactly against the magnetization, $\theta=0$ and $h_z=-h$, the minimum does not move, and
\begin{equation}
\omega=\gamma B_K\sqrt{(1-h)(1+d-h)} .
\end{equation}
This is your square root for $d>0$; for $d=0$ it is linear. With the field along $x$, the equilibrium is $\sin\theta=h$. Then $\lambda_1=1-2h^2+h^2=1-h^2$ and $\lambda_2=1+d$, which again gives a square root. The quarter power thus holds away from the four cusps. A field component along the hard axis lies outside this derivation.

\textbf{Q.} Real fields are never perfectly aligned. How close to a cusp does the quarter power survive?

\textbf{A.} The next term answers that. On a crossing path write $\tau=\kappa\delta=\frac12\kappa a\eta^2$. The fourth derivative at the astroid is $b=-4\cos2\theta_c-\mathbf h_c\cdot\mathbf m_c=-3\cos2\theta_c$. The balance is now
\begin{equation}
\delta+\tau\varepsilon-\tfrac a2\varepsilon^2+\tfrac b6\varepsilon^3=0 .
\end{equation}
Insert $\varepsilon=-\eta-c\,\eta^2$. The terms in $\eta^2$ cancel, and those in $\eta^3$ require $ac=-\frac12\kappa a-\frac16b$. Then
\begin{align}
\lambda_1&=\tau-a\varepsilon+\tfrac b2\varepsilon^2
=a\eta+\left(\tfrac12\kappa a+ac+\tfrac12b\right)\eta^2\nonumber\\
&=a\eta+\tfrac13b\,\eta^2
=a\eta\left(1-\tfrac23\eta\cot2\theta_c\right).
\end{align}
The path parameter $\kappa$ has cancelled at this order. It returns in the frequency as a relative term $\kappa^2\delta/8a$, from $\sqrt{\tau^2+2a\delta}$, which is large on paths close to the tangent. For the other stiffness, $d\lambda_2/d\theta=-\sin2\theta+\mathbf h\cdot\mathbf t=-\frac12\sin2\theta_c$ at the astroid. The displacement $-\eta$ therefore raises $\lambda_2$ by $\frac12\eta\sin2\theta_c$. Taking half of each relative change,
\begin{equation}
\frac{\omega}{\omega_{\rm law}}=1+C\eta+O(\delta),\qquad
C=\frac{\sin2\theta_c}{4(d+\sin^2\theta_c)}-\frac{\cot2\theta_c}{3} , \label{eq:corr}
\end{equation}
where $\omega_{\rm law}$ is the right side of \eqref{eq:law}. Near a cusp, with $d$ not small, the cotangent dominates. Since $\eta\propto(\delta/\sin2\theta_c)^{1/2}$, the correction is small if $\delta\ll\sin^32\theta_c$, or $x\ll\sin^22\theta_c$ on a radial path. A slightly misaligned field still ends in the quarter power. The window shrinks only slowly: by \eqref{eq:astroid}, a misalignment $\psi$ from either axis gives $\sin^22\theta_c\approx4\psi^{2/3}$ with $\psi$ in radians, to leading order. The exact values are 0.24 at $1^\circ$ (the formula gives 0.27) and 0.06 at $0.1^\circ$. For $d=25$ and a field $1^\circ$ from the reversed easy axis, the law is off by 5\% at $x=0.03$ and by 2.4\% at $x=0.003$.

\section{Numbers for a small memory cell}

\textbf{Q.} Give me a case in which I can judge the size of that window.

\textbf{A.} Take a thin elliptical cell of $100\times60\times4$ nm, magnetized in its plane and held at 4 K, with $M_s=1$ MA/m, $B_K=40$ mT and a hard-axis field of 1 T. Then $d=25$, $M_sB_KV=4.706$ eV and $\gamma B_K/2\pi=1.121$ GHz. The field points $\psi=30^\circ$ away from the reversed easy axis. Equation \eqref{eq:astroid} gives $\tan\psi=\tan^3\theta_c$, so $\theta_c=39.78^\circ$ and $\sin2\theta_c=0.9835$. The switching field is
\begin{equation}
h_{\rm sw}=\sqrt{\sin^6\theta_c+\cos^6\theta_c}=0.5240,\qquad B_{\rm sw}=20.96\ {\rm mT}.
\end{equation}
Stop 3\% short of it, a gap of 0.63 mT. By \eqref{eq:radial}, $\delta=\frac12(0.9835)(0.03)=0.01475$, and $\eta=0.1414$ rad. With $\lambda_{2c}=25.41$,
\begin{equation}
f_{\rm law}=1.121\sqrt{25.41}\,\left[3(0.9835)(0.01475)\right]^{1/4}{\rm GHz}=2.58\ {\rm GHz}.
\end{equation}
The full linear frequency, from the actual equilibrium, is 2.55 GHz. Integrating the equation of motion from a tilt of 0.001 rad gives the same value. Other gaps compare as follows, in GHz; the last column includes $C=-0.0517$.
\begin{center}
\begin{tabular}{cccc}
$x$ & full & law & corrected\\
0.30 & 4.380 & 4.590 & 4.484\\
0.10 & 3.409 & 3.487 & 3.441\\
0.03 & 2.554 & 2.581 & 2.562\\
0.01 & 1.951 & 1.961 & 1.953\\
0.001 & 1.101 & 1.103 & 1.101
\end{tabular}
\end{center}

\textbf{Q.} Five percent accuracy with 30\% of the field still to go looks too good for an expansion.

\textbf{A.} Here $\theta_c$ is near $45^\circ$, where the cotangent in \eqref{eq:corr} vanishes, so $C$ is small. That explains the small gaps: at $x=0.01$ the error is 0.5\% here and 2.3\% for $\psi=5^\circ$, where $C=-0.29$. At $x=0.30$ the first correction removes about half of the error; the rest is of higher order. At that gap the error no longer follows $C$: it is 3\% for $\psi=45^\circ$, where $C=0.01$, and 4\% for $\psi=5^\circ$, and it stays below 6\% for $15^\circ$ and $60^\circ$. At $\psi=89^\circ$, close to a cusp, the law is 24\% too low. Between $x=10^{-3}$ and $10^{-4}$ the full frequency has the exponent 0.2496. The correction lowers the exponent by about 0.0004 over that decade, which accounts for most of the difference from one quarter.

\section{Where the softening ends}

\textbf{Q.} You removed the damping. Surely it matters when the frequency tends to zero.

\textbf{A.} Eventually. Replace the equation of motion by
\begin{equation}
\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\left[\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B_{\rm eff})\right].
\end{equation}
The double product reverses the perpendicular field, so it adds $-\alpha\lambda_1u$ and $-\alpha\lambda_2v$ to the two linear equations. For a time dependence $\exp[S\gamma B_Kt/(1+\alpha^2)]$,
\begin{align}
0&=(S+\alpha\lambda_1)(S+\alpha\lambda_2)+\lambda_1\lambda_2\nonumber\\
&=S^2+\alpha(\lambda_1+\lambda_2)S+(1+\alpha^2)\lambda_1\lambda_2 .
\end{align}
Oscillation requires $4(1+\alpha^2)\lambda_1\lambda_2>\alpha^2(\lambda_1+\lambda_2)^2$. For $\alpha\ll1$ and $\lambda_1\ll\lambda_2$ this is $\lambda_1>\alpha^2\lambda_2/4$. With $\alpha=0.01$, \eqref{eq:lambda} puts the limit at $\delta=1.4\times10^{-7}$, about 6 nT from switching. At the 3\% point damping lowers the frequency by 0.16\%. The shift grows long before the limit is reached: it is 0.85\% at $x=10^{-3}$ and 9\% at $x=10^{-5}$.

\textbf{Q.} A gap of 6 nT is tiny. Does the cell not jump long before that?

\textbf{A.} Yes, thermal escape is the stronger limit. Integrating \eqref{eq:fold} from minimum to saddle gives the barrier,
\begin{equation}
\Delta e=\int_{-\eta}^{\eta}\left(\delta-\tfrac a2\varepsilon^2\right)d\varepsilon
=2\delta\eta-\tfrac13a\eta^3=\tfrac43\delta\eta ,
\end{equation}
where $a\eta^2=2\delta$ was used. It falls as $\delta^{3/2}$, much faster than the frequency. At the 3\% point it is $\frac43(0.01475)(0.1414)(4.706\ {\rm eV})=13.1$ meV, or 38 $kT$ at 4 K. With the same parameters at 300 K it would be 0.5 $kT$, and the state could not be held there. A barrier of 25 $kT$ means a lifetime near one minute for a rough attempt rate of one per nanosecond. It is reached at a gap of 2.3\% at 4 K, but 41\% at 300 K. Both gaps assume escape over the uniform saddle. At the 41\% gap that saddle has a stiffness of $-29$ mT, comparable to the exchange field of a nonuniform mode estimated below, so the room-temperature figure is only a rough guide. The law overestimates the full frequency by 0.9\% at the first gap and by 5.8\% at the second. At room temperature the cell thus switches before most of the softening can be followed slowly.

\textbf{Q.} And at 4 K, do thermal excursions spoil the linear frequency itself?

\textbf{A.} Slightly. An undamped orbit with excess energy $kT$ is 0.37\% slower than the linear mode at the 3\% point. That is one representative energy, not a thermal average. The mode quantum corresponds to 0.12 K, well below 4 K, so classical motion is a fair description there.

\textbf{Q.} How much of this would you trust in a manufactured cell?

\textbf{A.} The parameters are rounded, illustrative values for a thin metallic cell, not measurements on one device; shape anisotropy alone would give this cell $B_K$ near 55 mT rather than 40 mT. The assumption I would check first is uniform magnetization. With a rough exchange stiffness of 15 pJ/m, a half wave along a 100 nm strip costs an extra field of 30 mT; the lowest free-boundary exchange mode of the ellipse costs about 42 mT. With exchange and local anisotropy alone, that field adds to the uniform stiffness, so the uniform mode is always the softest. The comparison with the uniform in-plane stiffness of 8 mT at the 3\% point shows only that the two modes are well separated there. Dipolar fields and edge defects are left out of that comparison, and they can shift the switching field by an amount this model does not give. The effect of such a shift can be sized. If the true switching field were 1\% lower while the applied field stayed fixed, the gap would shrink from 3\% to about 2\%. The frequency would then change by the factor $(2/3)^{1/4}\approx0.90$. A fit near the astroid should therefore treat the switching field as unknown, and use gaps where the state outlives the measurement. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
cell: 100 x 60 x 4 nm
magnetization M_s = 1.0 MA/m
easy-axis field B_K = 40 mT, hard-axis field = 1.0 T
ratio d = 25.0, damping = 0.01, temperature = 4 K
volume = 18850 nm^3
energy unit M_s B_K V = 4.706 eV
gamma B_K/(2 pi) = 1.1210 GHz
field angle psi = 30 deg from reversed easy axis
critical angle theta_c = 39.784 deg
sin(2 theta_c) = 0.98347
h_sw = 0.52402, switching field = 20.961 mT
out-of-plane curvature at astroid = 25.4095
law prefactor for (1-h/h_sw)^(1/4) = 6.2016 GHz
correction coefficient = -0.05170 per rad
gap 1-h/h_sw | full GHz | law GHz | law with correction GHz
0.3000 | 4.3799 | 4.5897 | 4.4836
0.1000 | 3.4085 | 3.4874 | 3.4409
0.0300 | 2.5542 | 2.5810 | 2.5621
0.0100 | 1.9508 | 1.9611 | 1.9528
0.0010 | 1.1012 | 1.1028 | 1.1013
0.0001 | 0.6199 | 0.6202 | 0.6199
exponent from last two rows = 0.24956
exponents: easy cusp 0.5000, hard cusp 0.5000, tangent 0.4996
main point: gap = 3 % = 0.6288 mT
distance delta = 0.014752, eta = 0.14142 rad
angles: minimum 31.830, saddle 48.020 deg
curvatures: in-plane 0.20373, out-of-plane 25.4819
in-plane curvature from law = 0.20863
frequency from time integration = 2.5542 GHz
damped frequency = 2.5500 GHz, shift = -0.164 %
oscillation ends at delta = 1.368e-07, radial gap = 5.83 nT
barrier = 13.064 meV, law = 13.090 meV
barrier/kT: 37.90 at 4 K, 0.505 at 300 K
gap with barrier 25 kT: 2.27 % at 4 K, 41.14 % at 300 K
lifetime at 25 kT, rough attempt rate 1/ns: 72 s
law minus full frequency at the 4 K gap: 0.88 %
law minus full frequency at the 300 K gap: 5.80 %
frequency shift at excess energy kT, 4 K: -0.365 %
mode quantum hf/k = 0.1226 K
exchange stiffness (rough) = 15 pJ/m
exchange field, half wave along length = 29.61 mT
uniform in-plane stiffness field = 8.15 mT
\end{verbatim}
